Joining Wannier Hamiltonians for transport: gauge, sign, alignment and truncation reflection

A transport calculation can take its lead Hamiltonian from one run and its junction Hamiltonian from another. Before joining them one must decide how far the hoppings are kept. If the leads are cut at a shorter range than the junction, part of the computed reflection can come from the seam and not from the junction. The decision needs an estimate of seam reflection, and it needs assurance that the two sets of Wannier functions share the same shape, sign and energy zero.

One point governs what follows. Cutting all hoppings of a perfect chain at the same range does not cause reflection. The matrix elements still depend on site separation alone, so a Bloch wave remains a solution by itself. The cut changes the dispersion. Spurious reflection in a perfect chain needs a difference between regions, for example in hopping range, in sign convention or in energy zero.

**A seam worked by hand**

Consider independent electrons, coherent transport and one orbital per cell. Atomic units are used in the algebra. Site m is an integer, k is the phase per cell in radians, and the velocity v = dE/dk therefore has the unit of energy. Start with nearest-neighbour hopping t₁ < 0:

E = t₀ + 2t₁ cos k,  v = −2t₁ sin k > 0 for 0 < k < π.

Let the sites m ≥ 0 have their energy zero wrong by δ. For a wave arriving from the left,

ψ_m = e^{ikm} + r e^{−ikm} for m ≤ −1,
ψ_m = τ e^{ik′m} for m ≥ 0,

where E = t₀ + δ + 2t₁ cos k′. The equation at site −1 is that of the left chain, so the left form also gives the correct ψ₀. The equation at site 0 is that of the right chain, so the right form also gives the correct ψ₋₁. Hence

1 + r = τ,
e^{−ik} + r e^{ik} = τ e^{−ik′}.

Eliminating τ gives

r = (e^{−ik′} − e^{−ik})/(e^{ik} − e^{−ik′})
 = e^{−ik} sin[(k−k′)/2]/sin[(k+k′)/2].

For small δ, the energy condition gives δ + v(k′−k) = 0, so k−k′ = δ/v and

r ≈ δ e^{−ik}/(2v sin k).  (1)

A misplaced energy zero thus reflects in proportion to δ in amplitude and δ² in probability. The estimate fails near a band edge, where v and sin k both vanish.

**The same result from perturbation theory**

Longer hoppings are easier to treat with a Green function. In the nearest-neighbour chain try G_mm′ = g e^{ik|m−m′|}. Away from m = m′ this solves the wave equation. At m = m′, the condition (E−H)G = 1 gives

g(E − t₀ − 2t₁e^{ik}) = g(2t₁ cos k − 2t₁e^{ik}) = −2i t₁ sin k · g = ivg = 1,

so g = 1/(iv). With longer hoppings G also has evanescent parts, but far from the source the pole at the propagating k leaves the same factor 1/(iv).

Add a perturbation D to the chain. To first order the scattered wave is GDφ with φ_m = e^{ikm}. Far to the left, |m−m′| = m′−m, and the coefficient of e^{−ikm} is

r = (1/iv) Σ_mm′ e^{ikm} D_mm′ e^{ikm′}.  (2)

Both exponents have the same sign because the outgoing wave runs backwards.

As a check, put D_mm = δ for m ≥ 0. The retarded Green function gives k a vanishing positive imaginary part, which makes the geometric sum converge:

Σ_{m≥0} e^{2ikm} = 1/(1−e^{2ik}) = 1/(−2i sin k · e^{ik}).

Since i·(−2i) = 2, equation (2) returns equation (1), phase included.

**A change of hopping range**

Let the left lead keep hoppings up to M cells, and let the half-line m ≥ 0 have additional hoppings t_n with n > M. Bonds crossing the seam follow the shorter range. Each additional bond enters D twice, as D_{m,m+n} and D_{m+n,m}, so

r = (1/iv) Σ_{n>M} 2t_n Σ_{m≥0} e^{ik(2m+n)}
 = Σ_{n>M} t_n e^{ik(n−1)}/(v sin k).  (3)

If the first omitted hopping dominates, R = |r|² ≈ t²_{M+1}/(v sin k)². This is leading order in the omitted hoppings, at fixed energy and away from band edges.

A finite device of L sites, numbered 0 to L−1, has a second seam. Let it contain the additional hoppings and a residual shift δ. The bond sum now ends at m = L−1−n:

Σ_m e^{ik(2m+n)} = e^{ikn}(1−e^{2ik(L−n)})/(1−e^{2ik})
 = e^{ik(L−1)} sin[k(L−n)]/sin k.

The on-site term is the case n = 0, counted once instead of twice. Therefore

r = e^{ik(L−1)}{δ sin kL + 2Σ_{n>M} t_n sin[k(L−n)]}/(iv sin k).  (4)

A sine can vanish at one length and energy, so a single small reflection does not show that a seam is good. Equation (4) also requires the accumulated phase error across the device to be small. For a long device, treat the seams as two partial mirrors of reflection R₁. Summing the internal round trips gives

T = (1−R₁)²/|1−R₁e^{iα}|²,

where α is the round-trip phase. At worst e^{iα} = −1, which gives

R_max = 1 − (1−R₁)²/(1+R₁)² = 4R₁/(1+R₁)².  (5)

This assumes that evanescent waves from the two seams do not overlap.

**A wrong sign needs a closed loop**

A real Wannier function may be replaced by its negative. If s_m = ±1 are the signs, a consistent change is H_mm′ → s_m H_mm′ s_m′, which leaves all physics unchanged. The product of matrix elements around a closed loop of bonds is invariant, since each site sign occurs twice.

An inconsistent sign can arise when device bonds come from the junction run and seam bonds from the lead run, if the signs of the Wannier functions were chosen independently in the two runs. In an open nearest-neighbour chain it is harmless: there are no loops, and signs can be redefined site by site. With t₂ present, three adjacent sites form a triangle with product t₁t₁t₂, and a mismatch can reverse the sign of that product.

Suppose that device site 0, next to the left lead, has the wrong sign in the junction data. Redefine the signs of site 0 and of the whole left lead. All bonds are then correct except those from lead site −p to device site q with p, q ≥ 1, which carry −t_n instead of t_n, where n = p+q. Thus D = −2t_n, and no bond with n = 1 is affected. For each n,

Σ_{q=1}^{n−1} e^{ik(q−p)} = Σ_{q=1}^{n−1} e^{ik(2q−n)} = sin[(n−1)k]/sin k.

With the factor two for both directions of each bond, equation (2) gives

r = −4Σ_{n≥2} t_n sin[(n−1)k]/(iv sin k).  (6)

For n = 2 alone, |r| = 4|t₂|/v. Like equations (1) and (3), this is first order in the perturbation and fails near a band edge, where v vanishes. A flipped orbital so deep in the device that no kept bond joins it to a lead does no harm, because all its bonds come from one source.

**The lead functions**

For an isolated lead band the hoppings are

t_n = (1/N) Σ_k E(k) cos(nk),

with N points in k and E(k) = E(−k). Multiplying each Bloch state by e^{iθ(k)} leaves them unchanged. The lead Hamiltonian therefore cannot reveal a poor gauge, although the Wannier functions themselves change.

To see how they change, write κ = k/a for lattice period a, and let u_κ be the periodic part of the Bloch state. Integration by parts in κ turns x acting on the Wannier function into i∂_κ acting on u_κ. Split ∂_κu into parts perpendicular and parallel to u, with A = i⟨u|∂_κu⟩. Angle brackets with a subscript denote an average over κ:

σ² = ⟨‖(∂_κu)_⊥‖²⟩_κ + ⟨A²⟩_κ − ⟨A⟩_κ².  (7)

The first term is independent of gauge. The remainder is a variance, smallest when A is constant. On a mesh this means making the phases of successive overlaps ⟨u_i|u_{i+1}⟩ equal. One first makes them zero by parallel transport, then spreads the phase left over at the zone boundary evenly. The last link uses u_{κ+2π/a} = e^{−2πix/a}u_κ.

**Transferring gauge and sign to the junction**

Take a junction supercell with one state per cell in an isolated group ψ_j, of energies ε_j. Place a copy g_m of the lead function in each cell and form

A_jm = ⟨ψ_j|g_m⟩ = (X s Y†)_jm,

the singular-value decomposition. Here A is a matrix, not the quantity in equation (7). Seek orthonormal functions W_m = Σ_j ψ_jU_jm as close as possible to the g_m. Since

Σ_m‖W_m−g_m‖² = constant − 2 Re Tr(U†A),

the trace must be maximized. Write U = XZY† with Z unitary. Then

Re Tr(U†A) = Re Tr(Z†s) = Σ_i s_i Re Z_ii ≤ Σ_i s_i,

with equality for Z = 1. If no s_i vanishes, the answer is unique:

U = XY†,  H = U†εU.  (8)

If the ψ_j are replaced by ψQ with unitary Q, then A becomes Q†A and U becomes Q†U. The W_m and H do not change. Arbitrary eigenvector signs and phases therefore drop out. A common sign of all the g_m also drops out, since every matrix element contains two functions. A singular value near zero would warn that the lead functions do not describe the junction subspace.

**Energy zero and assembly**

Let F be the set of junction sites far from the defect. Subtract

Δ = mean_{m∈F} H_mm − t₀  (9)

from the diagonal of the junction matrix. When both periodic runs set their average potential to zero, a localized defect potential of supercell average Ū lowers the far junction potential by Ū, so Δ = −Ū. Equation (9) is the more general rule because it needs no knowledge of how the zero was chosen. A single shift is enough if both far sides have the same level. If they differ, the step is part of the problem and cannot be subtracted as a constant.

Bonds with both ends in the device are taken from the junction, all others from the lead. The range must stay below half the supercell, or a hopping may really connect to a periodic image. The device must extend until its edge elements agree with the lead.

To solve for scattering in a lead of range M, set λ = e^{ik} and z = (λ+1/λ)/2. The condition

E = t₀ + 2Σ_{n=1}^M t_nT_n(z),

with T_n the Chebyshev polynomials, has M roots z. With one open channel, one root is propagating and M−1 are evanescent. There are M outgoing amplitudes on each side and L device amplitudes. The wave equations on the device and on M sites of each lead supply the matching L+2M conditions. The transmitted probability carries the ratio of lead velocities, and R+T = 1 checks the solution.

**A continuum example**

The model is an electron in a cosine potential of period 4 Å and amplitude 4 eV. A Gaussian bump of height 0.8 eV and width parameter 0.8 Å is centred 0.5 Å from a well minimum. The lead uses 41 k-points, the junction 25 cells, the device 17 sites, and the full range is 8. The potential is fixed, without electron interaction or self-consistency.

The first hoppings are t₁ = −0.2349 eV (−0.00863 hartree), t₂ = 0.02067 eV and t₃ = −0.00297 eV. The on-site alignment gives Δ = −0.01604 eV. The Gaussian integral gives the same value:

−Ū = −(0.8 × 0.8 × √(2π))/(25 × 4) ≈ −0.0160 eV.

Direct integration of the continuum Schrödinger equation gives R = 0.77205, 0.63674 and 0.60919 at k/π = 0.30, 0.45 and 0.70. At these three energies the assembled Hamiltonian differs by at most 7.1×10⁻⁶ in R, and omitting Δ changes R by up to 0.024. Neither figure is a maximum over the band: near k/π = 0.9 they are about 1.5×10⁻⁵ and 0.08.

For the gauge comparison, the lead states were given the phase θ = 6 sin k. Equation (7) adds ⟨(dθ/dκ)²⟩_κ = 36a²/2 = 288 Å² to σ², because A is zero for this symmetric well in the localized gauge. The spread grows from 0.880 Å to √(0.880²+288) ≈ 17.0 Å, with unchanged t_n. The defect matrix elements then extend beyond the kept device and range. At k/π = 0.45, R rises from 0.637 to 0.999.

**Reading the truncation error**

The remaining numbers are for E = −0.4688 eV. For M = 1, the truncated lead has

cos k = (−0.4688+0.3594)/(2×−0.2349) ≈ 0.233,

so sin k ≈ 0.972 and v ≈ 0.457 eV. The t₂ term of equation (3) gives

R ≈ [0.02067/(0.457×0.972)]² ≈ 2.2×10⁻³.

With all the omitted hoppings, first order gives 1.98×10⁻³ and full matching 2.12×10⁻³. For M = 2, 3 and 4, full matching gives 4.4×10⁻⁵, 1.4×10⁻⁶ and 5.1×10⁻⁸. Two M = 1 seams reach 8.41×10⁻³ over the device lengths sampled, against 8.43×10⁻³ from equation (5).

These small probabilities can understate the error when a real defect is present, because amplitudes interfere. Let a weak seam have reflection amplitude ρ from the left, and let the defect have amplitude r_d, with R_d = |r_d|². With propagation phases absorbed in r_d, unitarity makes the seam's reflection from the other side −ρ*. To first order in ρ,

r ≈ ρ + r_d − ρ*r_d²,
R ≈ R_d + 2(1−R_d) Re(r_d*ρ).

The right seam has the same bound, since R is equal for incidence from either side. For two seams, to first order,

|ΔR| ≤ 4(1−R_d)√R_d |ρ|.  (10)

At M = 1, |ρ| = √0.00212 ≈ 0.046, and the bound is 4×0.363×0.798×0.046 ≈ 0.053. The calculation with M = 1 leads and the full device gives R = 0.687, a change of 0.050. At M = 3 the bound is 0.0014 and the change is −0.0013. For a defect with √R_d well above |ρ|, the range should therefore be chosen from the seam amplitude |ρ|, not from its square. For a weaker defect equation (10) is no longer a bound, because the second-order reflection of the seams themselves, up to about 4|ρ|² by equation (5), takes over.

Uniform truncation gives a different error. Without the defect its reflection is zero to rounding. With the defect, R = 0.520, 0.631, 0.643 and 0.636 for M = 1 to 4. The M = 3 result is slightly farther from 0.637 than the M = 2 result, although the largest band error falls from 0.0072 to 0.0013 eV. At this energy and device length, keeping the full device and truncating the leads gives the smaller error at each of these ranges. This ordering is not general. At M = 2 equation (10) allows 0.0077, more than the uniform error of 0.0059, and at k/π = 0.70 with M = 1 the order is reversed. Uniform truncation also removes long bonds within the device, including those altered by the defect. These data do not separate that effect from the changed dispersion.

Finally, flipping one orbital at the device edge of the perfect chain gives R = 0.029, against 0.033 from equation (6). With the defect, the same error moves R from 0.637 to 0.723. Projection by equation (8) removes this ambiguity before assembly. The numerical output below gives the full set of values.

Values computed for the example and the checks

```
period 4.0 angstrom, cosine amplitude 4.0 eV
defect height 0.8 eV, width 0.8, centre 0.5 angstrom
lead k-points 41, junction cells 25, device sites 17, range 8
lead on-site energy t0 = -0.35936 eV
hopping t1 = -0.234915 eV
hopping t2 = 0.020670 eV
hopping t3 = -0.002965 eV
hopping t4 = 0.000516 eV
hopping t5 = -0.000100 eV
hopping t8 = 9.87e-07 eV
t1 in atomic units = -0.008633 hartree
lead band from -0.7929 to 0.1569 eV (mesh)
Wannier spread: localized 0.880, twisted 16.993 angstrom
1 - overlap with position eigenfunction = -6.7e-16
junction gap above Wannier subspace = 3.770 eV
smallest projection singular value = 0.99941
alignment shift from on-site energies = -0.016042 eV
minus mean defect potential = -0.016042 eV
device-edge mismatch with lead = 2.3e-10 eV
R: k/pi, E (eV), continuum, assembled, unaligned, twisted gauge
  0.30 -0.6435 0.77205 0.77206 0.75819 0.83170
  0.45 -0.4688 0.63674 0.63674 0.65025 0.99908
  0.70 -0.1024 0.60919 0.60919 0.63273 0.68609
largest R error: assembled 7.1e-06, unaligned 2.4e-02, twisted 3.6e-01
below: E = -0.4688 eV, k = 1.4137 rad, v = 0.4256 eV per rad
pristine chain, uniform truncation: largest R = 1.2e-30
pristine interface, lead range M to range 8: M, R full, R first order
  1 2.117e-03 1.978e-03
  2 4.412e-05 4.265e-05
  3 1.378e-06 1.386e-06
  4 5.059e-08 5.065e-08
two interfaces, M=1: largest R = 8.407e-03, formula 8.434e-03
with defect: M, R uniform range M, R leads M and device 8, band error (eV)
  1 0.51999 0.68673 0.04855
  2 0.63088 0.63559 0.00721
  3 0.64342 0.63545 0.00128
  4 0.63640 0.63686 0.00025
edge sign flipped, pristine: R = 2.885e-02, first order 3.307e-02
edge sign flipped, with defect: R = 0.72259
```
